**Seeded length in lateral epitaxy with random nucleation**

The program tests the mean seeded length $\langle L\rangle=\Gamma(4/3)\,[3v/(\pi Ih)]^{1/3}$, where $v$ is the common growth speed, $I$ the nucleation rate per volume and time, and $h$ the film thickness. It simulates strips in which nuclei appear in amorphous material only, and finds where the seed front first meets a grain on many parallel lines. With $v=1$ and $Ih=1$ the simulated mean is 0.8857 ± 0.0045, against 0.8794 from the formula. The program asserts agreement within 4.5 standard errors for the mean, the mean square, the survival probability, the grain density, delayed nucleation, and grains at half and twice the seed speed. It also asserts that nucleation attempts inside existing grains change no seeded length, and that sampled straight growth paths are unobstructed when the speeds are equal. The finite-thickness correction is compared with a series at $h/\ell=0.1$, where $\ell=[3v/(\pi Ih)]^{1/3}$. For $h=100$ nm, $v=0.2$ nm/s and $I=10^7$ cm$^{-3}$ s$^{-1}$ the output gives a mean of 5.14 µm, and it lists how delay, unequal speeds, face nucleation, a finite anneal and a temperature error change this value.

## Numerical check

```python
"""Mean length of lateral epitaxy stopped by random nucleation in a thin film.

Result under test:  <L> = Gamma(4/3) * (3 v / (pi I h))**(1/3)
  v : growth speed of the seeded front and of the random grains
  I : nucleation rate per volume and time;  h : film thickness
  J = I h : nucleation rate per area and time
  L : distance from the seed edge to the first random grain, along the normal
Extensions: speed ratio r = (grain speed)/(seeded speed), nucleation delay,
and finite film thickness.
The simulations use v = 1 and J = 1; nuclei appear only in amorphous material.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.integrate import quad
from scipy.special import gamma

WIDTH, DEPTH, DURATION = 100.0, 7.0, 4.0   # simulated strip, periodic in y


def area_factor(r):
    """Replaces pi when random grains grow at r times the seeded speed."""
    if r <= 1:
        return r**2 * (np.pi - np.arccos(r)) + r * np.sqrt(1 - r**2)
    return r**2 * (np.pi - np.arccos(1 / r)) + np.sqrt(r**2 - 1)


def length_scale(v, J, r=1.0):
    return (3 * v / (area_factor(r) * J))**(1 / 3)


def mean_length(v, J, r=1.0):
    return gamma(4 / 3) * length_scale(v, J, r)


def periodic_gap(a, b):
    gap = np.abs(a - b) % WIDTH
    return np.minimum(gap, WIDTH - gap)


def simulate_strip(rng, r=1.0, delay=0.0):
    """Return real nuclei and all trial nuclei ahead of the seed front."""
    n = rng.poisson(DEPTH * WIDTH * (DURATION - delay))
    t = np.sort(rng.uniform(delay, DURATION, n))
    x = rng.uniform(0, DEPTH, n)
    y = rng.uniform(0, WIDTH, n)
    ahead = x > t
    trial = np.array([x[ahead], y[ahead], t[ahead]])
    real = np.empty_like(trial)
    count = 0
    for xi, yi, ti in trial.T:
        gx, gy, gt = real[:, :count]
        dy = np.abs(gy - yi)
        dy = np.minimum(dy, WIDTH - dy)
        covered = (gx - xi)**2 + dy**2 <= (r * (ti - gt))**2
        if not covered.any():
            real[:, count] = xi, yi, ti
            count += 1
    return real[:, :count], trial


def arrest_lengths(nuclei, r):
    """First contact of the advancing seed with a grain, on many lines."""
    x, y, t = nuclei
    lines = np.arange(0, WIDTH, 0.5)[:, None]
    lead = x - t
    square = lead**2 + periodic_gap(lines, y)**2
    disc = lead**2 - (1 - r**2) * square
    contact = t + square / (lead + np.sqrt(np.maximum(disc, 0)))
    return np.where(disc >= 0, contact, np.inf).min(axis=1)


def sample(rng, strips, r=1.0, delay=0.0):
    lengths, densities = [], []
    for _ in range(strips):
        real, trial = simulate_strip(rng, r, delay)
        found = arrest_lengths(real, r)
        # nuclei imagined inside existing grains must not change anything
        assert np.allclose(found, arrest_lengths(trial, r), atol=1e-8)
        assert np.all(np.isfinite(found))
        lengths.append(found)
        bulk = (real[0] > 2.5) & (real[0] < 5.0)
        densities.append(bulk.sum() / (2.5 * WIDTH))
    return np.array(lengths), np.array(densities), real


def compare(strip_means, expected, largest_relative_error):
    """Agreement within 4.5 standard errors, which must themselves be small."""
    mean = strip_means.mean()
    error = strip_means.std(ddof=1) / np.sqrt(len(strip_means))
    assert error < largest_relative_error * mean, (mean, error)
    assert abs(mean - expected) < 4.5 * error, (mean, error, expected)
    return mean, error


def obstructed_fraction(rng, nuclei, r):
    """Share of points whose straight path from their source is not its own."""
    gx, gy, gt = nuclei

    def owner(px, py):
        distance = np.hypot(px[:, None] - gx, periodic_gap(py[:, None], gy))
        arrival = np.column_stack([px, gt + distance / r])
        return arrival.argmin(axis=1)          # 0 denotes the seed

    px, py = rng.uniform(0, 3, 2000), rng.uniform(0, WIDTH, 2000)
    who = owner(px, py)
    grain = np.maximum(who - 1, 0)
    shift = (gy[grain] - py + WIDTH / 2) % WIDTH - WIDTH / 2
    x0 = np.where(who == 0, 0.0, gx[grain])
    y0 = np.where(who == 0, py, py + shift)
    broken = np.zeros(len(px), dtype=bool)
    for f in (0.2, 0.4, 0.6, 0.8, 0.95):
        broken |= owner(x0 + f * (px - x0), y0 + f * (py - y0)) != who
    return broken.mean()


def thickness_shift(thickness):
    """Relative change of the mean length; thickness in units of the scale."""
    node, weight = np.polynomial.legendre.leggauss(24)
    z, wz = thickness * (node + 1) / 2, weight / 2
    gap = np.abs(z[:, None] - z)
    xn, xw = np.polynomial.legendre.leggauss(400)
    total = 0.0
    for x, wx in zip(1.75 * (xn + 1), 1.75 * xw):
        load = np.where(gap < x, x**3 - 3 * gap**2 * x + 2 * gap**3, 0.0)
        total += wx * (wz @ np.exp(-load @ wz) - np.exp(-x**3))
    return total / gamma(4 / 3)


# ---- tests by simulation of real nucleation and growth ----
rng = np.random.default_rng(20)
L, density, last_equal = sample(rng, 60)
scale = length_scale(1, 1)
sim_mean, sim_error = compare(L.mean(axis=1), mean_length(1, 1), 0.015)
compare((L**2).mean(axis=1), scale**2 * gamma(5 / 3), 0.03)
sim_survival, _ = compare((L > scale).mean(axis=1), np.exp(-1), 0.05)
compare((L > scale * np.log(2)**(1 / 3)).mean(axis=1), 0.5, 0.05)
sim_density, _ = compare(density, mean_length(1, 1), 0.02)

L_slow, _, last_slow = sample(rng, 30, r=0.5)
sim_slow, _ = compare(L_slow.mean(axis=1), mean_length(1, 1, 0.5), 0.025)
L_fast, _, _ = sample(rng, 30, r=2.0)
sim_fast, _ = compare(L_fast.mean(axis=1), mean_length(1, 1, 2.0), 0.025)
L_late, _, _ = sample(rng, 30, delay=0.5)
sim_late, _ = compare(L_late.mean(axis=1), 0.5 + mean_length(1, 1), 0.025)

# straight paths are unobstructed for equal speeds, but not for slower grains
blocked_equal = obstructed_fraction(rng, last_equal, 1.0)
blocked_slow = obstructed_fraction(rng, last_slow, 0.5)
assert blocked_equal == 0 and blocked_slow > 0

# finite thickness: ball sections integrated over time, then the mean length
section = quad(lambda s: 3 * (s**2 - 0.3**2), 0.3, 1.2)[0]
assert abs(section - (1.2**3 - 3 * 0.3**2 * 1.2 + 2 * 0.3**3)) < 1e-10
series = gamma(2 / 3) / (6 * gamma(4 / 3)) * 0.1**2 - 0.1**3 / 5
shift_test = thickness_shift(0.1)
assert abs(shift_test / series - 1) < 0.03   # omitted terms are of order 0.1**4

# ---- worked example; lengths in um and times in s inside this part ----
h_nm, v_nm_s, I_cm3_s = 100.0, 0.2, 1e7
h, v, I = h_nm * 1e-3, v_nm_s * 1e-3, I_cm3_s * 1e-12
J = I * h
ell = length_scale(v, J)
mean = mean_length(v, J)
spread = ell * np.sqrt(gamma(5 / 3) - gamma(4 / 3)**2)
integral = quad(lambda x: np.exp(-np.pi * J * x**3 / (3 * v)), 0, 5 * ell)[0]
assert abs(integral / mean - 1) < 1e-8
grain_density = J * mean / v
diameter = np.sqrt(4 / (np.pi * grain_density))
assert h < 0.05 * diameter

delay_h, anneal_h = 2.0, 10.0
reach = v * anneal_h * 3600
grown = quad(lambda x: np.exp(-(x / ell)**3), 0, reach)[0]
still_growing = np.exp(-(reach / ell)**3)
celsius, error_K, E_growth, E_nucleation = 600.0, 10.0, 2.7, 5.0
T = celsius + zero_Celsius
inverse_change = (1 / (T + error_K) - 1 / T) * charge / boltzmann
v_hot = v * np.exp(-E_growth * inverse_change)
J_hot = J * np.exp(-E_nucleation * inverse_change)

print("SIMULATION (v = 1, J = 1, dimensionless)")
print(f"mean length, simulated: {sim_mean:.4f} +/- {sim_error:.4f}")
print(f"mean length, formula: {mean_length(1, 1):.4f}")
print(f"share of lines beyond scale l, simulated: {sim_survival:.3f}")
print(f"share of lines beyond scale l, formula: {np.exp(-1):.3f}")
print(f"grain density, simulated: {sim_density:.3f}")
print(f"grain density, formula: {mean_length(1, 1):.3f}")
print(f"mean, grains at half speed, simulated: {sim_slow:.3f}")
print(f"mean, grains at half speed, formula: {mean_length(1, 1, 0.5):.3f}")
print(f"mean, grains at double speed, simulated: {sim_fast:.3f}")
print(f"mean, grains at double speed, formula: {mean_length(1, 1, 2):.3f}")
print(f"mean, delay 0.5, simulated: {sim_late:.3f}")
print(f"mean, delay 0.5, formula: {0.5 + mean_length(1, 1):.3f}")
print(f"obstructed paths, equal speeds: {100 * blocked_equal:.1f} %")
print(f"obstructed paths, half-speed grains: {100 * blocked_slow:.1f} %")
print(f"thickness shift at h/l = 0.1, quadrature: {100 * shift_test:.4f} %")
print(f"thickness shift at h/l = 0.1, series: {100 * series:.4f} %")
print("WORKED EXAMPLE")
print(f"film thickness h: {h_nm:.0f} nm")
print(f"growth speed v: {v_nm_s:.1f} nm/s")
print(f"nucleation rate I: {I_cm3_s:.1e} cm^-3 s^-1")
print(f"areal nucleation rate I h: {J * 1e8:.0f} cm^-2 s^-1")
print(f"Gamma(4/3): {gamma(4 / 3):.5f}")
print(f"scale cubed 3v/(pi I h): {ell**3:.1f} um^3")
print(f"length scale l: {ell:.3f} um")
print(f"mean seeded length: {mean:.3f} um = {mean * 1e3:.0f} nm")
print(f"median seeded length: {ell * np.log(2)**(1 / 3):.3f} um")
print(f"standard deviation of length: {spread:.3f} um")
print(f"time to grow the mean length: {mean / v / 3600:.2f} h")
print(f"grain density far from seed: {grain_density:.4f} um^-2")
print(f"equivalent grain diameter: {diameter:.2f} um")
print(f"thickness / grain diameter: {h / diameter:.4f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"finite-thickness shift of mean: {100 * thickness_shift(h / ell):.4f} %")
print(f"nucleation delay assumed: {delay_h:.0f} h")
print(f"length added by delay: {v * delay_h * 3600:.2f} um")
print(f"mean length with delay: {mean + v * delay_h * 3600:.2f} um")
print(f"area factor a, half-speed grains: {area_factor(0.5):.3f}")
print(f"mean length, half-speed grains: {mean_length(v, J, 0.5):.2f} um")
print(f"area factor a, double-speed grains: {area_factor(2.0):.3f}")
print(f"mean length, double-speed grains: {mean_length(v, J, 2.0):.2f} um")
print(f"mean if faces double areal rate: {mean_length(v, 2 * J):.2f} um")
print(f"finite anneal time: {anneal_h:.0f} h")
print(f"unobstructed reach in that time: {reach:.2f} um")
print(f"mean length after that time: {grown:.2f} um")
print(f"lines still growing then: {100 * still_growing:.1f} %")
print(f"furnace temperature: {celsius:.0f} C = {T:.2f} K")
print(f"activation energy of growth: {E_growth:.1f} eV")
print(f"activation energy of nucleation: {E_nucleation:.1f} eV")
print(f"temperature error: +{error_K:.0f} K")
print(f"mean length at the hotter setting: {mean_length(v_hot, J_hot):.2f} um")
print("every check passed")
```

Output:

```
SIMULATION (v = 1, J = 1, dimensionless)
mean length, simulated: 0.8857 +/- 0.0045
mean length, formula: 0.8794
share of lines beyond scale l, simulated: 0.372
share of lines beyond scale l, formula: 0.368
grain density, simulated: 0.890
grain density, formula: 0.879
mean, grains at half speed, simulated: 1.315
mean, grains at half speed, formula: 1.307
mean, grains at double speed, simulated: 0.592
mean, grains at double speed, formula: 0.596
mean, delay 0.5, simulated: 1.378
mean, delay 0.5, formula: 1.379
obstructed paths, equal speeds: 0.0 %
obstructed paths, half-speed grains: 2.3 %
thickness shift at h/l = 0.1, quadrature: 0.2338 %
thickness shift at h/l = 0.1, series: 0.2327 %
WORKED EXAMPLE
film thickness h: 100 nm
growth speed v: 0.2 nm/s
nucleation rate I: 1.0e+07 cm^-3 s^-1
areal nucleation rate I h: 100 cm^-2 s^-1
Gamma(4/3): 0.89298
scale cubed 3v/(pi I h): 191.0 um^3
length scale l: 5.759 um
mean seeded length: 5.143 um = 5143 nm
median seeded length: 5.097 um
standard deviation of length: 1.869 um
time to grow the mean length: 7.14 h
grain density far from seed: 0.0257 um^-2
equivalent grain diameter: 7.04 um
thickness / grain diameter: 0.0142
NEGLECTED EFFECTS IN THE EXAMPLE
finite-thickness shift of mean: 0.0075 %
nucleation delay assumed: 2 h
length added by delay: 1.44 um
mean length with delay: 6.58 um
area factor a, half-speed grains: 0.957
mean length, half-speed grains: 7.64 um
area factor a, double-speed grains: 10.110
mean length, double-speed grains: 3.48 um
mean if faces double areal rate: 4.08 um
finite anneal time: 10 h
unobstructed reach in that time: 7.20 um
mean length after that time: 5.00 um
lines still growing then: 14.2 %
furnace temperature: 600 C = 873.15 K
activation energy of growth: 2.7 eV
activation energy of nucleation: 5.0 eV
temperature error: +10 K
mean length at the hotter setting: 4.58 um
every check passed
```
